# Singlet energy of a defect pair from a broken-symmetry determinant

A defect in an insulator can leave two unpaired electrons on neighbouring atoms. A supercell calculation with a single determinant gives the triplet directly, but the open-shell singlet needs two determinants. This problem finds how far the singlet energy can be recovered from single-determinant energies.

**Setting.** The Hamiltonian $H$ contains no spin operators. The orbitals $a$ and $b$ are real, orthonormal and localized on the two sites. All other electrons form a closed-shell core, the same in every state until part (g). Write $|pq)$ for the determinant with the spin-up electron in $p$ and the spin-down electron in $q$:

$$|pq)=p_\uparrow^\dagger q_\downarrow^\dagger|\text{core}\rangle .$$

The broken-symmetry determinant is $|ab)$, with energy $E_{BS}$. The triplet determinant $a_\uparrow^\dagger b_\uparrow^\dagger|\text{core}\rangle$ has energy $E_T$. A gap means singlet minus triplet energy, so it is negative when the singlet lies lower.

**The example.** Two SiH$_3$ groups face each other with their silicon atoms 0.5 nm apart: disilane with its central bond pulled open. This is a small vacuum model of two facing silicon dangling bonds, a kind of centre considered for silicon nitride charge-trap layers. Restricted open-shell Hartree–Fock (ROHF) for the triplet, in the 6-31G* basis, supplies $a$, $b$ and their integrals. The numbers below are for this basis and are not converged to the digits shown. With 6-31+G*, or with aug-cc-pVDZ on Si and cc-pVDZ on H, the exchange integral $K$ of (b) moves from 11.8 meV to 11.0 or 14.8 meV. The hopping $|t|$ of (c) moves from 0.400 eV to 0.393 or 0.410 eV, and the two-orbital gap from $-61.7$ meV to $-60.3$ or $-59.9$ meV. The extra digits serve only to compare formulas within one basis.

## (a) Spin content

**Decompose $|ab)$ into spin states and find the singlet energy in terms of $E_{BS}$ and $E_T$.**

Apply the spin-lowering operator to the triplet determinant. It lowers each spin in turn:

$$S^-a_\uparrow^\dagger b_\uparrow^\dagger|\text{core}\rangle
=(a_\downarrow^\dagger b_\uparrow^\dagger+a_\uparrow^\dagger b_\downarrow^\dagger)|\text{core}\rangle
=|ab)-|ba).$$

The minus sign comes from exchanging two fermion operators in the first term. The normalized triplet component with zero spin projection, and the singlet orthogonal to it, are therefore

$$|T_0\rangle=\frac{|ab)-|ba)}{\sqrt2},\qquad
|S\rangle=\frac{|ab)+|ba)}{\sqrt2}.$$

Adding them gives

$$|ab)=\frac{|S\rangle+|T_0\rangle}{\sqrt2}.$$

Since $S^2$ has eigenvalue 0 for the singlet and 2 for the triplet (in units of $\hbar^2$), $\langle S^2\rangle=\tfrac12\cdot0+\tfrac12\cdot2=1$.

The energy could contain a cross term, but spin symmetry removes it. Because $H$ commutes with $S^2$,

$$0=\langle S|S^2H|T_0\rangle=\langle S|HS^2|T_0\rangle=2\langle S|H|T_0\rangle .$$

Also, $H$ commutes with $S^-$, so $T_0$ has the same energy $E_T$ as the triplet determinant. With $E_S=\langle S|H|S\rangle$,

$$E_{BS}=\tfrac12(E_S+E_T)\quad\Longrightarrow\quad \boxed{E_S=2E_{BS}-E_T}.$$

This is an identity for the stated orbitals. It does not need weak coupling. It does need orthogonal orbitals, a common core, and energies that are expectation values of $H$.

## (b) Which singlet is this?

**Evaluate the three energies from integrals and determine the sign of the gap.**

Let $h$ be the one-electron operator including the field of the core, and let $(pr|qs)$ be the Coulomb integral between the densities $pr$ and $qs$. For opposite spins,

$$(pq|H|rs)=E_{\rm core}\delta_{pr}\delta_{qs}+h_{pr}\delta_{qs}+\delta_{pr}h_{qs}+(pr|qs).$$

Define $V=(aa|bb)$ and $K=(ab|ab)$. Then

$$E_{BS}=E_{\rm core}+h_{aa}+h_{bb}+V\equiv C,\qquad (ab|H|ba)=K .$$

In the last matrix element the one-electron terms vanish because $a$ and $b$ are orthogonal. The energies of the two combinations are

$$E_S=C+K,\qquad E_T=C-K,$$

which confirms (a). The gap is $2K$. Since $K$ is twice the electrostatic self-energy of the real charge distribution $ab$, it cannot be negative. With fixed orthogonal orbitals the formula can therefore never put the singlet below the triplet.

In the example $K=11.82$ meV, so the gap is $2\times11.82=23.64$ meV. Total energies evaluated from the two determinants' densities give the same value. This is the energy of the covalent configuration $|S\rangle$, which is generally not an eigenstate.

## (c) The lowest singlet

**Let the sites be equivalent and include the configurations with both electrons on one site. Find the lowest singlet energy in this two-orbital space.**

Let $U=(aa|aa)=(bb|bb)$. Both $|aa)$ and $|bb)$ have energy $C+W$, with $W=U-V$. Define the hopping $t$ by

$$(ab|H|aa)=h_{ab}+(aa|ab)=t,$$

which by symmetry is also the coupling of $|ab)$ to $|bb)$, and of $|ba)$ to both. The ionic configurations are coupled to each other by $(aa|H|bb)=K$.

The covalent singlet couples to $|I\rangle=(|aa)+|bb))/\sqrt2$, whose energy is $C+W+K$. The coupling contains four terms:

$$\langle S|H|I\rangle=\tfrac12(t+t+t+t)=2t .$$

The odd ionic combination does not couple to $|S\rangle$. The lower eigenvalue of the two-by-two problem is

$$E_S^{\rm low}=C+K+\frac W2-\sqrt{\frac{W^2}{4}+4t^2}.$$

For $|t|\ll W$, expansion of the square root gives

$$E_S^{\rm low}=C+K-\frac{4t^2}{W}+\frac{16t^4}{W^3}-\frac{128t^6}{W^5}+\cdots$$

Relative to $E_T=C-K$, the leading gap is $2K-4t^2/W$. Exchange favours the triplet, while virtual electron transfer lowers the singlet. The Pauli principle forbids that transfer in the triplet within these two orbitals.

For the example $|t|=0.3995$ eV and $W=7.398$ eV. The full expression gives

$$23.64+3699.10-3784.42\simeq-61.7\ \text{meV}.$$

The lowest singlet is thus below the triplet, although the covalent configuration is above it.

## (d) Relaxing the determinant

**Allow the two broken-symmetry orbitals to spread onto each other's site. What does the formula from (a) now give?**

Use

$$a'=a\cos\theta+b\sin\theta,\qquad b'=b\cos\theta+a\sin\theta .$$

Their overlap is $q=2\sin\theta\cos\theta=\sin2\theta$. Expanding the determinant,

$$|a'b')=\cos^2\theta\,|ab)+\sin^2\theta\,|ba)+\frac q2\big(|aa)+|bb)\big).$$

The energy has three parts.

- Diagonal terms: the ionic weight is $2(q/2)^2=q^2/2$, giving $C+q^2W/2$.
- Exchange terms: the covalent pair gives $2\cos^2\theta\sin^2\theta\,K=q^2K/2$, and the ionic pair gives another $q^2K/2$.
- Hopping terms: $2(\cos^2\theta+\sin^2\theta)(q/2)(2t)=2qt$.

Their sum is

$$E(q)=C+2qt+\tfrac12q^2(W+2K).$$

Setting $dE/dq=2t+q(W+2K)$ to zero gives

$$q=-\frac{2t}{W+2K},\qquad
E_{BS}=C-\frac{2t^2}{W+2K}.$$

This solution requires $|q|<1$, or $2|t|<W+2K$. At $|q|=1$ both electrons occupy the same orbital and the broken-symmetry state has gone.

The triplet does not change under this mixing, because mixing two orbitals that are both filled with spin-up electrons only multiplies their determinant by a number, which normalization removes. Hence

$$2E_{BS}-E_T=C+K-\frac{4t^2}{W+2K}.$$

The formula now reproduces the leading transfer term of (c). The determinant contains half of that energy, and the projection doubles it. Here weak coupling matters: the result is an approximation to the lowest singlet for $|t|,K\ll W$, no longer an identity. Subtracting the expansion in (c), the leading error is

$$\frac{8Kt^2}{W^2}-\frac{16t^4}{W^3}.$$

In the example $|q|=0.108$ and

$$E_{BS}-E_T=11.82-43.01=-31.19\ \text{meV}.$$

The projected gap is $-62.38$ meV, against $-61.67$ meV from diagonalization. The error formula gives $0.28-1.01=-0.73$ meV, close to the actual $-0.71$ meV.

## (e) Unequal spin weights

**The relaxed orbitals overlap. Correct the projection for this, and find where the correction matters.**

The triplet amplitude in $|a'b')$ is $(\cos^2\theta-\sin^2\theta)/\sqrt2=\cos2\theta/\sqrt2$. Its weight is

$$p=\frac{\cos^22\theta}{2}=\frac{1-q^2}{2},\qquad \langle S^2\rangle=2p=1-q^2 .$$

Let $\tilde E_S$ be the energy of the normalized singlet component. There is still no cross term, so $E_{BS}=(1-p)\tilde E_S+pE_T$. Subtract $E_T$ and divide by $1-p=(1+q^2)/2$:

$$\tilde E_S-E_T=\frac{2(E_{BS}-E_T)}{1+q^2}.$$

Since $\tilde E_S$ is the expectation value of $H$ in a singlet state, it is an upper bound to the lowest singlet energy in this two-orbital space. The uncorrected formula has no such protection.

For $K=0$ put $x=t^2/W^2$, so that $q^2=4x$. The corrected gap is

$$-\frac{4Wx}{1+4x}=W(-4x+16x^2-64x^3+\cdots).$$

Comparison with (c) shows a leading error of $+64t^6/W^5$, instead of $-16t^4/W^3$ without the correction. A numerical test at $t=0.1$ eV and $W=4$ eV gave errors of 0.990 and 0.995 times these respective leading terms.

The distance dependence in the silyl pair shows the regimes:

| Si–Si (nm) | $\lvert q\rvert$ | Diagonalized gap (meV) | Uncorrected (meV) | Corrected (meV) |
|---|---:|---:|---:|---:|
| 0.4 | 0.338 | −582.9 | −644.1 | −578.0 |
| 0.5 | 0.108 | −61.67 | −62.38 | −61.67 |
| 0.6 | 0.031 | −4.858 | −4.863 | −4.858 |

At 0.4 nm the uncorrected gap is about 10% too large in magnitude relative to diagonalization. At 0.5 nm the excess is about 1%.

## (f) Inequivalent sites

**Let the site energies differ by $\Delta=h_{aa}-h_{bb}$, with $U$, $V$ and $t$ held fixed. Does the projection still work to second order in $t$?**

The energies of $|aa)$ and $|bb)$ above $C$ are now $W+\Delta$ and $W-\Delta$. The covalent singlet couples to each with strength $\sqrt2\,t$. For small $K/W$, second-order perturbation theory gives

$$E_S^{\rm low}-E_T\simeq2K-\frac{2t^2}{W+\Delta}-\frac{2t^2}{W-\Delta}.$$

In the determinant, each ionic configuration couples to $|ab)$ with strength $t$. To the same order,

$$E_{BS}-E_T\simeq K-\frac{t^2}{W+\Delta}-\frac{t^2}{W-\Delta}.$$

Doubling this reproduces the singlet gap. Equivalence of the sites is therefore unnecessary, but both $W\pm\Delta$ must remain large compared with $|t|$.

For $t=0.1$ eV, $W=4$ eV, $K=1$ meV and $\Delta=1$ eV, the second-order gap is $2-4-6.67=-8.67$ meV. The self-consistent projection gives $-8.66$ meV and diagonalization $-8.64$ meV.

An electric field along the pair produces such a detuning. In the example the orbital centres are 0.394 nm apart, so 10 MV/cm, or 1 V/nm (about the breakdown field of silicon nitride, and so an upper limit), gives $|\Delta|=0.394$ eV. The diagonalized gap moves from $-61.67$ to $-61.91$ meV, only 0.4% of its magnitude, because $\Delta$ enters as $\Delta^2/W^2$. This estimate holds the orbitals and the core fixed; their own response to the field is omitted and changes the gap by a similar amount. With all orbitals relaxed in the field, as in the CASSCF calculation of (g), the shift is about 0.5 meV instead of 0.24 meV.

## (g) Relaxing every orbital

**What changes when the core and all orbitals are optimized separately for each determinant?**

The triplet component of the broken-symmetry determinant need no longer equal the separately optimized triplet. The formula then becomes an approximation for this reason as well. Unrestricted Hartree–Fock (UHF) gives

$$E_{BS}-E_T=-581.210173+581.209022=-0.001151\ \text{hartree},$$

and hence a projected gap of $-62.7$ meV. A two-electron, two-orbital CASSCF calculation, which optimizes the orbitals for the singlet itself, gives $-67.3$ meV ($-542$ cm$^{-1}$) relative to the ROHF triplet. ROHF is the matching triplet calculation, because two electrons in two orbitals form only one triplet configuration. The UHF projection is 7% smaller in magnitude. This CASSCF reference omits dynamic correlation and is not an exact gap. It also moves by about 1 meV with the basis: $-66.5$ meV in 6-31+G*, and $-68.2$ meV with aug-cc-pVDZ on Si and cc-pVDZ on H.

The two energies must have the same spin treatment. UHF lets the core spins polarize, which lowers the triplet by 65.5 meV relative to ROHF. This is comparable with the gap, but it largely cancels when both states are unrestricted. Combining the UHF $E_{BS}$ with the ROHF $E_T$ counts the polarization twice:

$$2(E_{BS}^{\rm UHF}-E_T^{\rm ROHF})=-62.7-2(65.5)\simeq-194\ \text{meV}.$$

Density-functional calculations require a further assumption. An approximate functional's energy is not the expectation value of $H$ in the Kohn–Sham determinant, so the proof in (a) does not carry over. Using the same projection as a prescription, PBE0 gives about $-96$ meV ($-95.7$ meV on a coarse integration grid, $-95.8$ meV on a finer one), 42% larger in magnitude than CASSCF. Its value $\langle S^2\rangle=0.971$, evaluated for the Kohn–Sham determinant, is close to 1. That closeness does not establish the accuracy of the energy.

## (h) The supercell and the material

**The pair is repeated along its axis, with hopping $t'$ between neighbouring cells. How does the projected gap depend on Brillouin-zone sampling? Then relate the example to a nitride layer.**

Use a mean-field chain with the same spin pattern in every cell, omit $K$, and take $|t|,|t'|\ll W$. The Bloch hopping is $t_k=t+t'e^{ik}$, where $k$ is the phase per cell. First hold the mean field at its value for zero hopping. In the broken-symmetry state, each spin's occupied level is then lowered by $|t_k|^2/W$. Letting the field adjust moves the levels again, but changes the total energy only at higher order. In the triplet both spin-up bands are full, so the level shifts due to hopping cancel. Adding two spins and applying the projection's factor of two gives

$$\text{gap per cell}\simeq-\frac4W\left\langle|t_k|^2\right\rangle_k .$$

Now

$$|t_k|^2=t^2+t'^2+2tt'\cos k .$$

The cosine averages to zero over the zone, leaving $-4(t^2+t'^2)/W$. At the zone centre alone it equals one, giving $-4(t+t')^2/W$. The sampling error is thus first order in $t'/t$, whereas the true image coupling is second order.

For a 1.2 nm cell the image gap is 0.7 nm. As an illustration, take $|t'|=33.7$ meV from a facing pair at that distance. At such a distance the value depends on the basis: diffuse functions on Si (6-31+G*) raise it to about 39 meV. This overstates the sampling error for the actual cell, where the images meet back to back and the hopping is only about a third as large. The isolated transfer term is $-86.3$ meV. Full sampling gives $-86.9$ meV, while the zone centre gives $-101.5$ or $-72.4$ meV, depending on the relative sign of the hoppings. These values omit the $+23.6$ meV from $K$, so they are not total gaps.

In silicon nitride the silicon atoms are bonded mainly to nitrogen, not hydrogen, and the solid screens charge transfer. A rough estimate puts the two transferred charges in spheres of radius $r=0.25$ nm, with dielectric constant $\epsilon=4$ and centre separation $R=0.394$ nm:

$$\delta W=-\left(1-\frac1\epsilon\right)\frac{e^2}{4\pi\epsilon_0}\left(\frac1r-\frac1R\right)\simeq-1.6\ \text{eV}.$$

The formula treats the spheres as separate, although they overlap because $R<2r$. For charges spread over the sphere surfaces in a uniform dielectric, the overlap replaces $1/R$ by $1/r-R/(4r^2)$ and gives about $-1.7$ eV, so the rough estimate changes little. With $t$ and $K$ held fixed, lowering $W$ by 1.6 eV takes the two-orbital gap from about $-62$ to about $-84$ meV, an increase of roughly a third in magnitude. The vacuum value should therefore not be used as a nitride value. The spacing is also special: a rough trap density of $10^{19}$ cm$^{-3}$ means one trap per cube of side 4.6 nm, so the example describes an unusually close pair. Lattice relaxation is omitted too. If it stabilized the charge-transfer state below the covalent one, the starting assumption of two unpaired electrons would fail.

Temperature affects the occupation even when the gap is fixed. With the CASSCF gap and $k_BT=25.9$ meV at 300 K, the three triplet states have a combined equilibrium share of

$$\frac{3}{3+e^{67.3/25.9}}\simeq0.18 .$$

The pair is then mostly, but not entirely, in its singlet state. The numerical output below gives the remaining values.

## Computed results

```
Basis 6-31g*; Si-H 1.48 angstrom; gaps are E_S - E_T
Si-Si 0.4 nm: |t| 1091.545 meV, W 6.3587 eV, K 47.2135 meV, q 0.33830
  gap, two-orbital CI      -582.9274 meV
  gap, relaxed 2E_BS-E_T   -644.1148 meV
  gap, overlap-corrected   -577.9677 meV
Si-Si 0.5 nm: |t| 399.524 meV, W 7.3982 eV, K 11.8222 meV, q 0.10766
  gap, two-orbital CI      -61.6738 meV
  gap, relaxed 2E_BS-E_T   -62.3828 meV
  gap, overlap-corrected   -61.6680 meV
Si-Si 0.6 nm: |t| 127.069 meV, W 8.1699 eV, K 1.5199 meV, q 0.03110
  gap, two-orbital CI      -4.8579 meV
  gap, relaxed 2E_BS-E_T   -4.8626 meV
  gap, overlap-corrected   -4.8579 meV
Si-Si 0.7 nm: |t| 33.706 meV, W 8.6977 eV, K 0.1071 meV, q 0.00775
  gap, two-orbital CI      -0.3083 meV
  gap, relaxed 2E_BS-E_T   -0.3084 meV
  gap, overlap-corrected   -0.3083 meV
Main example: Si-Si 0.5 nm
Orbital centre separation 0.3941 nm
ROHF triplet energy -581.20661471 hartree
Fixed-orbital E_BS - E_T 11.8222 meV
Fixed-orbital gap from determinants 23.6444 meV
Covalent singlet gap from CI matrix 23.6444 meV
<S2> of fixed determinant 1.000000
Relaxed two-orbital E_BS - E_T -31.1914 meV
Model t 0.1 eV, W 4.0 eV, K 0: error/leading term
  plain 0.9950, overlap-corrected 0.9901
Detuned model (K 1 meV, detuning 1 eV) gaps in meV:
  projected -8.6594, CI -8.6350, 2nd order -8.6667
UHF E_BS -581.21017293, E_T -581.20902151 hartree
UHF <S2>: BS 0.99484, triplet 2.00711
UHF gap 2E_BS-E_T -62.663 meV
UHF gap with <S2> correction -62.124 meV
CASSCF(2,2) gap -67.256 meV = -542.45 cm^-1
Core spin polarization, triplet -65.49 meV
False gap, UHF E_BS with ROHF E_T -193.65 meV
PBE0 gap 2E_BS-E_T -95.738 meV
PBE0 <S2>: BS 0.97064, triplet 2.00413
Field 10 MV/cm: detuning 0.3941 eV, CI gap -61.9091 meV
Screening eps 4, radius 0.25 nm: W falls by 1.579 eV
  two-orbital gap becomes -84.089 meV
Cell 1.2 nm: image hopping 33.706 meV; K omitted
  isolated -86.3022 meV, k-averaged -86.9129 meV
  zone centre -101.4785 meV, opposite sign -72.3544 meV
kT at 300 K 25.852 meV; triplet share 0.1820
```
